# KI levels of hydrogen and helium: frozen or relaxed differences?: verification in Python

```python
"""KI correction with unit screening for spin-polarized LDA hydrogen and helium.

Result under test: the KI level of a filled orbital equals the total energy
minus the energy of the ion with frozen orbitals.  In H this is also the
relaxed difference; in He it lies lower by the relaxation energy of He+.
Symbols: Z nuclear charge; f occupation of the spin-down orbital;
radial density p(r) = u(r)^2 with integral one; Hxc = Hartree + exchange +
correlation; alpha = screening coefficient (one for unscreened KI).
Hartree atomic units are used internally.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Perdew-Wang 1992 parameters: A, alpha1, beta1, beta2, beta3, beta4
PW_UNPOLARIZED = (0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
PW_POLARIZED = (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
PW_STIFFNESS = (0.016887, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)


def pw_function(rs, parameters):
    a, a1, b1, b2, b3, b4 = parameters
    root = np.sqrt(rs)
    series = b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2
    return -2 * a * (1 + a1 * rs) * np.log(1 + 1 / (2 * a * series))


def xc_energy_density(up, down):
    """Exchange-correlation energy per volume."""
    total = up + down + 1e-40          # floor avoids division by zero
    rs = (3 / (4 * np.pi * total)) ** (1 / 3)
    zeta = (up - down) / total
    exchange = -1.5 * (3 / (4 * np.pi)) ** (1 / 3) * (
        up ** (4 / 3) + down ** (4 / 3))
    spin = ((2 * up / total) ** (4 / 3) + (2 * down / total) ** (4 / 3)
            - 2) / (2 ** (4 / 3) - 2)
    curvature = 4 / (9 * (2 ** (1 / 3) - 1))
    e0 = pw_function(rs, PW_UNPOLARIZED)
    e1 = pw_function(rs, PW_POLARIZED)
    stiffness = -pw_function(rs, PW_STIFFNESS)
    correlation = (e0 + stiffness * spin / curvature * (1 - zeta**4)
                   + (e1 - e0) * spin * zeta**4)
    return exchange + total * correlation


class RadialAtom:
    """Radial s-orbital problem in an orthonormal Laguerre basis."""

    def __init__(self, charge, decay, nbasis=24, npoints=200):
        x, w = leggauss(npoints)
        length = 3 / decay
        self.r = length * (1 + x) / (1 - x)
        jacobian = 2 * length / (1 - x) ** 2
        self.w = w * jacobian
        # cumulative integral from zero to r, exact for the interpolant
        legendre = legvander(x, npoints)
        degree = np.arange(npoints)
        primitive = np.empty((npoints, npoints))
        primitive[:, 0] = x + 1
        primitive[:, 1:] = ((legendre[:, 2:] - legendre[:, :-2])
                            / (2 * degree[1:] + 1))
        project = (degree + 0.5)[:, None] * legendre[:, :npoints].T * w
        self.cumulative = (primitive @ project) * jacobian
        y = 2 * decay * self.r
        envelope = np.exp(-y / 2)
        basis, slope = [], []
        for k in range(nbasis):
            norm = np.sqrt(2 * decay / ((k + 1) * (k + 2)))
            poly = eval_genlaguerre(k, 2, y)
            dpoly = -eval_genlaguerre(k - 1, 3, y) if k > 0 else 0 * y
            basis.append(norm * y * envelope * poly)
            slope.append(2 * decay * norm * envelope
                         * ((1 - y / 2) * poly + y * dpoly))
        self.basis, slope = np.array(basis), np.array(slope)
        self.h = (0.5 * (slope * self.w) @ slope.T
                  - charge * (self.basis * self.w / self.r) @ self.basis.T)
        overlap = (self.basis * self.w) @ self.basis.T
        assert np.allclose(overlap, np.eye(nbasis), atol=1e-9)

    def hartree(self, p):
        inner = self.cumulative @ p
        outer = self.w @ (p / self.r) - self.cumulative @ (p / self.r)
        return inner / self.r + outer

    def hxc(self, p_up, p_down):
        """Hxc energy and the two spin potentials."""
        area = 4 * np.pi * self.r**2
        up, down = p_up / area, p_down / area
        vh = self.hartree(p_up + p_down)
        energy = (0.5 * self.w @ (vh * (p_up + p_down))
                  + self.w @ (area * xc_energy_density(up, down)))
        step = 1e-20 * (up + down + 1e-40)
        v_up = xc_energy_density(up + 1j * step, down).imag / step
        v_down = xc_energy_density(up, down + 1j * step).imag / step
        return energy, vh + v_up, vh + v_down

    def lowest(self, potential):
        matrix = self.h + (self.basis * self.w * potential) @ self.basis.T
        values, vectors = np.linalg.eigh(matrix)
        c = vectors[:, 0]
        return values[0], c @ self.h @ c, (c @ self.basis) ** 2

    def solve(self, f, koopmans=False):
        """Full spin-up orbital and spin-down orbital of occupation f."""
        v_up, v_down = np.zeros_like(self.r), np.zeros_like(self.r)
        for _ in range(300):
            e_up, h_up, p_up = self.lowest(v_up)
            e_down, h_down, p_down = self.lowest(v_down)
            if koopmans:
                alone = self.hxc(p_up, 0 * p_down)[1]
                _, both, new_down = self.hxc(p_up, p_down)
                new_up = (1 - f) * alone + f * both
            else:
                _, new_up, new_down = self.hxc(p_up, f * p_down)
            change = self.w @ (abs(new_up - v_up) * p_up
                               + abs(new_down - v_down) * p_down)
            if change < 1e-10:
                return dict(level=e_up, h_up=h_up, h_down=h_down,
                            up=p_up, down=p_down)
            v_up += 0.5 * (new_up - v_up)
            v_down += 0.5 * (new_down - v_down)
        raise RuntimeError("self-consistency not reached")

    def energy(self, state, f):
        return (state["h_up"] + f * state["h_down"]
                + self.hxc(state["up"], f * state["down"])[0])

    def filling_integral(self, others, orbital, upper):
        """Integral over s of the orbital's Hxc expectation value.

        The substitution s = t^3 removes the cube root of exchange."""
        t, weight = leggauss(40)
        top = upper ** (1 / 3)
        t, weight = 0.5 * top * (t + 1), 0.5 * top * weight
        return sum(3 * b * a**2 * (self.w @ (
            orbital * self.hxc(others, a**3 * orbital)[2]))
            for a, b in zip(t, weight))

    def ki_correction(self, state, f):
        return (-self.filling_integral(state["up"], state["down"], f)
                + f * self.filling_integral(state["up"], state["down"], 1.0))


# ---- self-consistent LDA states
hydrogen, helium = RadialAtom(1, 1.0), RadialAtom(2, 1.6)
h_state = hydrogen.solve(0.0)
he_state = helium.solve(1.0)
ion_state = helium.solve(0.0)
e_h = hydrogen.energy(h_state, 0.0)
e_he = helium.energy(he_state, 1.0)
e_frozen = helium.energy(he_state, 0.0)
e_ion = helium.energy(ion_state, 0.0)

# ---- Hartree energy of the exact hydrogen density is 5/16
p_exact = 4 * hydrogen.r**2 * np.exp(-2 * hydrogen.r)
assert abs(0.5 * hydrogen.w @ (p_exact * hydrogen.hartree(p_exact))
           - 5 / 16) < 1e-10

# ---- basis and quadrature convergence
small_h, small_he = RadialAtom(1, 1.0, 18, 160), RadialAtom(2, 1.6, 18, 160)
small_state = small_he.solve(1.0)
convergence = max(
    abs(small_h.energy(small_h.solve(0.0), 0.0) - e_h),
    abs(small_he.energy(small_state, 1.0) - e_he),
    abs(small_he.energy(small_state, 0.0) - e_frozen),
    abs(small_he.energy(small_he.solve(0.0), 0.0) - e_ion),
    abs(small_state["level"] - he_state["level"]))
assert convergence < 1e-6


# ---- independent Gaussian-basis calculation
def gaussian_atom(symbol, charge, spin):
    shells = [[0, [0.04 * 2.3**k, 1.0]] for k in range(16)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                charge=charge, spin=spin, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "LDA_X,LDA_C_PW"
    mf.grids.level = 5
    mf.init_guess = "1e"
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


g_h = gaussian_atom("H", 0, 1)
g_he = gaussian_atom("He", 0, 0)
g_ion = gaussian_atom("He", 1, 1)
dm = np.asarray(g_he.make_rdm1())
g_frozen = g_he.energy_tot(dm=np.array([dm[0], 0 * dm[0]]))
pairs = [(g_h.e_tot, e_h), (g_he.e_tot, e_he), (g_ion.e_tot, e_ion),
         (g_frozen, e_frozen), (g_h.mo_energy[0][0], h_state["level"]),
         (g_he.mo_energy[0][0], he_state["level"])]
gaussian_gap = max(abs(a - b) for a, b in pairs)
assert gaussian_gap < 5e-5   # finite Gaussian basis and molecular grid

# ---- KI levels from the filling integral, against energy differences
nothing = np.zeros_like(hydrogen.r)
h_integral = hydrogen.filling_integral(nothing, h_state["up"], 1.0)
h_average = hydrogen.w @ (h_state["up"]
                          * hydrogen.hxc(h_state["up"], nothing)[1])
he_integral = helium.filling_integral(he_state["up"], he_state["down"], 1.0)
he_average = helium.w @ (he_state["down"] * helium.hxc(
    he_state["up"], he_state["down"])[2])
h_shift, he_shift = h_integral - h_average, he_integral - he_average
h_ki, he_ki = h_state["level"] + h_shift, he_state["level"] + he_shift
frozen_difference, relaxed_difference = e_he - e_frozen, e_he - e_ion
assert abs(h_ki - e_h) < 2e-6
assert abs(he_ki - frozen_difference) < 2e-6
assert e_frozen > e_ion and he_ki < relaxed_difference


# ---- the KI potential on a filled orbital is one constant
def correction_of_density(density):
    f = helium.w @ density
    rest = he_state["up"]
    e_rest = helium.hxc(rest, 0 * density)[0]
    return (e_rest - helium.hxc(rest, density)[0]
            + f * (helium.hxc(rest, density / f)[0] - e_rest))


for power, rate in ((2, 3.0), (3, 5.0), (4, 4.0)):
    bump = helium.r**power * np.exp(-rate * helium.r)
    bump /= helium.w @ bump
    t = 1e-3
    derivative = (correction_of_density(he_state["down"] + t * bump)
                  - correction_of_density(he_state["down"] - t * bump)) / (2*t)
    assert abs(derivative - he_shift) < 2e-5   # finite-difference error

# ---- occupation slopes for LDA, matched screening and unit screening
alpha_match = (relaxed_difference - he_state["level"]) / he_shift
for alpha in (0.0, alpha_match, 1.0):
    d = 0.01
    plus, minus = [helium.energy(he_state, f)
                   + alpha * helium.ki_correction(he_state, f)
                   for f in (1 + d, 1 - d)]
    assert abs((plus - minus) / (2 * d)
               - (he_state["level"] + alpha * he_shift)) < 2e-5
assert 0 < alpha_match < 1


# ---- self-consistent KI energy at fractional occupation
def relaxed_ki_energy(f):
    state = helium.solve(f, koopmans=True)
    value = helium.energy(state, f) + helium.ki_correction(state, f)
    line = (1 - f) * helium.energy(state, 0.0) + f * helium.energy(state, 1.0)
    assert abs(value - line) < 2e-6
    return value


d = 0.01
end_slope = (3 * e_he - 4 * relaxed_ki_energy(1 - d)
             + relaxed_ki_energy(1 - 2 * d)) / (2 * d)
assert abs(end_slope - he_ki) < 2e-4   # one-sided second-order difference
fractions = (0.25, 0.5, 0.75)
ki_deviation, lda_deviation = [], []
for f in fractions:
    chord = (1 - f) * e_ion + f * e_he
    ki_deviation.append(relaxed_ki_energy(f) - chord)
    lda_deviation.append(helium.energy(helium.solve(f), f) - chord)
assert min(ki_deviation) > 0 and max(lda_deviation) < 0
curve = np.array([0.0, *ki_deviation, 0.0])
assert np.all(np.diff(curve, 2) < 0)


# ---- output
def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


print("PW92 columns: A, alpha1, beta1, beta2, beta3, beta4 (atomic units)")
print("PW92 unpolarized:", *PW_UNPOLARIZED)
print("PW92 polarized:", *PW_POLARIZED)
print("PW92 minus spin stiffness:", *PW_STIFFNESS)
print("Laguerre functions:", len(hydrogen.basis), " points:", len(hydrogen.r))
print(f"largest change with smaller basis and grid: {convergence:.1e} hartree")
print(f"largest gap to Gaussian-basis check: {gaussian_gap:.1e} hartree")
show("one hartree", HARTREE_EV, "eV", 6)
show("H LDA total energy", e_h)
show("H LDA total energy minus exact -1/2", e_h + 0.5)
show("H LDA level", h_state["level"])
show("H filling integral of Hxc", h_integral)
show("H expectation value of v_Hxc", h_average)
show("H KI shift", h_shift)
show("H KI level", h_ki)
show("He LDA total energy", e_he)
show("He+ frozen LDA energy", e_frozen)
show("He+ relaxed LDA energy", e_ion)
show("He+ relaxed LDA energy minus exact -2", e_ion + 2)
show("He+ relaxation energy", e_frozen - e_ion)
show("He LDA level", he_state["level"])
show("He filling integral of Hxc", he_integral)
show("He expectation value of v_Hxc", he_average)
show("He KI shift", he_shift)
show("He KI level", he_ki)
show("He frozen difference E(He)-E_frozen(He+)", frozen_difference)
show("He relaxed difference E(He)-E_relaxed(He+)", relaxed_difference)
show("He end slope of self-consistent KI energy", end_slope)
show("He screening matching relaxed difference", alpha_match, "(no unit)", 4)
for f, a, b in zip(fractions, lda_deviation, ki_deviation):
    print(f"He f={f:.2f} deviation from chord: LDA {a:.5f}, KI {b:.5f} hartree")
print("Main results converted to eV")
show("H LDA level", h_state["level"] * HARTREE_EV, "eV", 3)
show("H KI level", h_ki * HARTREE_EV, "eV", 3)
show("H frozen and relaxed difference", e_h * HARTREE_EV, "eV", 3)
show("H exact level", -0.5 * HARTREE_EV, "eV", 3)
show("He LDA level", he_state["level"] * HARTREE_EV, "eV", 3)
show("He KI level", he_ki * HARTREE_EV, "eV", 3)
show("He frozen difference", frozen_difference * HARTREE_EV, "eV", 3)
show("He relaxed difference", relaxed_difference * HARTREE_EV, "eV", 3)
show("He+ relaxation energy", (e_frozen - e_ion) * HARTREE_EV, "eV", 3)
print("success")
```

Printed output:

```
PW92 columns: A, alpha1, beta1, beta2, beta3, beta4 (atomic units)
PW92 unpolarized: 0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
PW92 polarized: 0.015545 0.20548 14.1189 6.1977 3.3662 0.62517
PW92 minus spin stiffness: 0.016887 0.11125 10.357 3.6231 0.88026 0.49671
Laguerre functions: 24  points: 200
largest change with smaller basis and grid: 3.7e-09 hartree
largest gap to Gaussian-basis check: 1.0e-06 hartree
one hartree: 27.211386 eV
H LDA total energy: -0.47871 hartree
H LDA total energy minus exact -1/2: 0.02129 hartree
H LDA level: -0.26902 hartree
H filling integral of Hxc: 0.02027 hartree
H expectation value of v_Hxc: 0.22996 hartree
H KI shift: -0.20969 hartree
H KI level: -0.47871 hartree
He LDA total energy: -2.83446 hartree
He+ frozen LDA energy: -1.88753 hartree
He+ relaxed LDA energy: -1.94176 hartree
He+ relaxed LDA energy minus exact -2: 0.05824 hartree
He+ relaxation energy: 0.05423 hartree
He LDA level: -0.57026 hartree
He filling integral of Hxc: 0.98182 hartree
He expectation value of v_Hxc: 1.35849 hartree
He KI shift: -0.37667 hartree
He KI level: -0.94692 hartree
He frozen difference E(He)-E_frozen(He+): -0.94692 hartree
He relaxed difference E(He)-E_relaxed(He+): -0.89269 hartree
He end slope of self-consistent KI energy: -0.94692 hartree
He screening matching relaxed difference: 0.8560 (no unit)
He f=0.25 deviation from chord: LDA -0.05594, KI 0.00817 hartree
He f=0.50 deviation from chord: LDA -0.07855, KI 0.01163 hartree
He f=0.75 deviation from chord: LDA -0.06013, KI 0.00937 hartree
Main results converted to eV
H LDA level: -7.320 eV
H KI level: -13.026 eV
H frozen and relaxed difference: -13.026 eV
H exact level: -13.606 eV
He LDA level: -15.517 eV
He KI level: -25.767 eV
He frozen difference: -25.767 eV
He relaxed difference: -24.291 eV
He+ relaxation energy: 1.476 eV
success
```
